\section*{Why a Kelvin resistor with a wide tap overestimates contact resistivity}

\section{Definitions and conventions}

A thin diffused sheet has sheet resistance $R_s$. Two arms of width $W$, a current arm and a voltage tap, meet at right angles in the square $0<x<W$, $0<y<W$. The current arm occupies $x<0$, $0<y<W$; the tap occupies $y>W$, $0<x<W$. A square contact window of side $L$ and area $A=L^2$ lies inside the $W\times W$ square. Its left edge is at $x=\delta$ and its upper edge at $y=y_c=W-\delta$, so $\delta$ is the gap towards each arm. For a centred window, $W=L+2\delta$.

A current $I$ enters through the current arm, passes through the window and leaves through the metal above. The metal is an equipotential and its potential is taken as zero. The sheet potential is $V(x,y)$, and the tap, which carries no net current, reads $V_{\rm tap}$ far along its arm. The Kelvin resistance is $R_k=V_{\rm tap}/I$.

The contact is ohmic with contact resistivity $\rho$: the current density from sheet to metal is $V/\rho$. If the whole window were at one potential, the reading would be $\rho/A$. The resistivity inferred on that assumption is the apparent resistivity $R_kA$. Engineering units are used throughout.

\section{The sheet equation and what the tap reads}

The sheet current per unit width is $\mathbf K=-\nabla V/R_s$. Under the window the sheet loses current to the metal, so $\nabla\cdot\mathbf K=-V/\rho$. Elsewhere nothing is lost. Hence
\begin{equation}
\nabla^2V=\begin{cases}V/L_T^2 & \text{under the window},\\ 0&\text{elsewhere},\end{cases}
\qquad L_T=\sqrt{\rho/R_s},
\label{sheet}
\end{equation}
with no normal derivative at the insulated sheet edges. The transfer length $L_T$ is the distance over which current passes from the sheet into the metal.

All the current leaves through the window. Therefore
\begin{equation}
I=\frac1\rho\int_{\rm window}V\,dA=\frac{A\langle V\rangle}{\rho},
\qquad
R_k-\frac{\rho}{A}=\frac{V_{\rm tap}-\langle V\rangle}{I},
\label{mean}
\end{equation}
where $\langle V\rangle$ is the mean over the window. The ideal reading is the window mean divided by $I$. An error arises whenever the tap reads something else.

To see what it does read, define $P(y)=\int_0^W V\,dx$. Inside the tap arm $\nabla^2V=0$, and $\partial_xV=0$ on both side walls, so
\begin{equation}
P''=\int_0^W\partial_y^2V\,dx=-\big[\partial_xV\big]_{0}^{W}=0 .
\end{equation}
The slope $P'$ is $-R_s$ times the net current along the arm, which is zero. Thus $P$ is constant in the tap. Far along the arm the potential is uniform, because the non-uniform parts decay at least as fast as $e^{-\pi (y-W)/W}$. It follows that $V_{\rm tap}=P(W)/W$: the tap reports the average potential across its own mouth, and a wide mouth includes sheet that is not under the contact.

\section{The voltage of the sideways current}

Consider the strip $y_c<y<W$ between the window and the tap. Let $j(y)=-\partial_xV(0,y)/R_s$ be the current per unit width that enters it from the current arm. The right-hand wall is insulated, so
\begin{equation}
P''=-\big[\partial_xV\big]_0^W=\partial_xV(0,y)=-R_s\,j(y).
\end{equation}
At the tap mouth $P'(W)=0$. Integrating from $y$ to $W$ gives
\begin{equation}
P'(y)=R_s\int_y^W j(y')\,dy' .
\end{equation}
This is a statement about current: whatever enters above the height $y$ cannot leave through the tap, so it must cross that height in the $-y$ direction to reach the contact. A second integration, with the order of the integrals exchanged, gives
\begin{align}
P(W)-P(y_c)&=R_s\int_{y_c}^{W}dy\int_y^Wj(y')\,dy'
=R_s\int_{y_c}^{W}(y'-y_c)\,j(y')\,dy',\\
V_{\rm tap}&=\frac1W\left[P(y_c)+R_s\int_{y_c}^{W}(y-y_c)\,j(y)\,dy\right].
\label{split}
\end{align}
The integral is the sheet-resistance voltage of current that enters beside the window and turns sideways to reach it. The other term, $P(y_c)$, is taken along the line of the window's upper edge. It contains the voltage in the gap in front of the window, where current crosses bare sheet before reaching the contact, and the potential at the window edge itself.

\section{A perfect contact still gives a reading}

Let $\rho\to0$. The ideal reading vanishes and the window is held at $V=0$. Outside it $V$ is harmonic. Its minimum cannot lie in the interior or on an insulated edge, and it cannot lie at the end where current is fed in, since $V$ rises towards that end. The minimum is therefore on the window, and $V>0$ throughout the sheet connected to the source. With $\delta>0$ the tap is so connected, and $R_k$ tends to a positive floor.

The floor can be found for $\delta\ll W$. Two corners then matter: the re-entrant corner of the sheet, $A_c=(0,W)$, and the near corner of the window, $B_c=(\delta,W-\delta)$. On the scale of $\delta$ the current arm and the tap both look like quarter-planes. Put $z=x+iy$ and map the first quadrant of a complex variable $s$ to this region by
\begin{equation}
\frac{dz}{ds}=-2a\,\frac{(s^4-1)^{1/2}}{s^2},\qquad a>0 .
\label{map}
\end{equation}
The positive real $s$ axis becomes the insulated edge, with $A_c$ at $s=1$. The positive imaginary axis becomes the window edge, with $B_c$ at $s=i$. Large $s$ lies in the current arm and small $s$ in the tap. In terms of $\zeta=s^2$ this is a Schwarz--Christoffel map, $dz/d\zeta=-a(\zeta^2-1)^{1/2}\zeta^{-3/2}$; the exponents $1/2$ give the two interior angles of $3\pi/2$.

The function ${\rm Re}\,s$ is harmonic, vanishes on the imaginary axis and has no normal derivative on the real axis. The function ${\rm Re}(1/s)$ shares these properties, but it grows linearly with height in the tap, which would mean a net current along that arm. The potential is therefore a multiple of ${\rm Re}\,s$, and the current arm fixes the multiple. For large $s$, equation (\ref{map}) gives $z=-2as+\delta+iW+O(s^{-3})$, the constant following from the positions of the two edges. So ${\rm Re}\,s\simeq(\delta-x)/2a$. The arm carries the uniform field $E=R_sI/W$, so $V\simeq E(\delta-x)$ and
\begin{equation}
V=2aE\,{\rm Re}\,s .
\end{equation}

For small $s$ the square root tends to $i$. Then $dz/ds\simeq-2ia/s^2$ and $z\simeq i y_c+2ia/s$. With $v=y-y_c$ this means $s\simeq2ia/(x+iv)$, whose real part is $2av/(x^2+v^2)$. In the tap
\begin{equation}
V\simeq4a^2E\,\frac{v}{x^2+v^2},
\end{equation}
a dipole field. At a height $\delta\ll v\ll W$ the integral over $x$ may be extended to infinity:
\begin{equation}
P=4a^2E\int_0^\infty\frac{v\,dx}{x^2+v^2}=2\pi a^2E .
\end{equation}
This value is conserved along the tap, so $V_{\rm tap}=2\pi a^2E/W$.

The distance between the corners fixes $a$. On the arc $s=e^{i\phi}$ from $A_c$ to $B_c$ we have $s^4-1=2i\,s^2\sin2\phi$ and $ds=is\,d\phi$. With $(2i)^{1/2}=1+i$,
\begin{equation}
dz=-2ia(1+i)\sqrt{\sin2\phi}\,d\phi=2a(1-i)\sqrt{\sin2\phi}\,d\phi .
\end{equation}
The total displacement is $\delta(1-i)$. Hence, with $\theta=2\phi$,
\begin{equation}
\delta=2a\int_0^{\pi/2}\!\sqrt{\sin2\phi}\,d\phi=aS,\qquad
S=\int_0^\pi\!\sqrt{\sin\theta}\,d\theta .
\end{equation}
The two halves of the range of $\theta$ contribute equally. The substitution $t=\sin^2\theta$ then gives
\begin{equation}
S=\int_0^1t^{-1/4}(1-t)^{-1/2}dt=\frac{\sqrt\pi\,\Gamma(3/4)}{\Gamma(5/4)} .
\end{equation}
Inserting $a=\delta/S$ and $E=R_sI/W$,
\begin{equation}
R_{\rm floor}=c\,R_s\left(\frac{\delta}{W}\right)^2,\qquad
c=\frac{2\pi}{S^2}=2\left[\frac{\Gamma(5/4)}{\Gamma(3/4)}\right]^2\simeq1.094 .
\label{floor}
\end{equation}
One factor $\delta/W$ is, in order of magnitude, the share of the current affected by the gap. The other comes from the short distance $\delta$ over which its voltage builds up, averaged over a tap of width $W$. The floor contains no contact resistivity at all.

A numerical solution of (\ref{sheet}) on the whole L-shaped sheet tests the constant. With the window flush against the two far sides of the square, it gives $c=1.0959$ for $\delta/W=1/4$ and $1.0944$ for $\delta/W=1/8$.

\section{Which part of the extra width matters}

Take $R_s=100\ \Omega$ per square, $L=1000$ nm, $\delta=250$ nm and $W=1500$ nm, with the window centred. Equation (\ref{floor}) gives
\begin{equation}
R_{\rm floor}\simeq1.094\times100\ \Omega\times\left(\frac{250}{1500}\right)^2=3.04\ \Omega .
\end{equation}
The full solution gives $3.13\ \Omega$, so the formula is about 3\% low. The flush-window values of $c$ show a much smaller departure even at $\delta/W=1/4$. The difference therefore belongs mainly to the gaps on the far sides, which the corner formula leaves out.

Now keep $L$ and $W$ fixed and slide the window into the near corner, so that all the extra width lies on the far sides. The floor drops to $0.003\ \Omega$, a thousand times less. Current can then reach the tap only by going round the window through two channels of width $h=500$ nm, each with one grounded and one insulated edge. The slowest-decaying potential in such a channel is $\sin(\pi\eta/2h)\,e^{-\pi\ell/2h}$, where $\eta$ is the distance from the grounded edge and $\ell$ the distance along the channel. Two lengths of 1000 nm give $e^{-2\pi}\simeq0.002$, which accounts for the strong suppression.

A tap wider than the window is thus not sufficient for a large floor. In this example the bare sheet that sets the floor lies at the corner shared by the current arm and the tap. A window much smaller than the width of the far channels would not suppress the floor in this way.

\section{Finite contact resistivity}

Current also penetrates under the window. At a long straight edge, let $d$ be the depth under the contact. Equation (\ref{sheet}) gives $V=V_e e^{-d/L_T}$. Continuity of current requires $V_e/L_T=E$, so $V_e=EL_T$. Seen from outside, this is the potential of a perfect contact whose edge has been drawn back by $L_T$. Replacing $\delta$ by $\delta+L_T$ in (\ref{floor}) suggests, for $L_T\ll L$,
\begin{equation}
R_k\approx cR_s\left(\frac{\delta+L_T}{W}\right)^2
=\frac{cR_s}{W^2}\left(\delta^2+2\delta L_T+L_T^2\right).
\label{estimate}
\end{equation}
This is an estimate, since the argument for a straight edge is being used at a corner.

Let the true resistivity be $\rho=10^{-8}\ \Omega\,$cm$^2$. Then $L_T=\sqrt{10^{-8}/100}$ cm $=100$ nm, and the ideal reading is $10^{-8}/10^{-8}=1.00\ \Omega$. The three terms of (\ref{estimate}) are $3.04$, $2.43$ and $0.49\ \Omega$, with sum $5.96\ \Omega$. The full solution gives $R_k=6.08\ \Omega$, so the estimate is 2\% low. The apparent resistivity is
\begin{equation}
R_kA=6.08\ \Omega\times10^{-8}\ {\rm cm}^2=6.1\times10^{-8}\ \Omega\,{\rm cm}^2,
\end{equation}
six times the true value.

The split (\ref{split}) shows where the voltage sits. The sideways current beside the window contributes $1.61\ \Omega$, more than the whole ideal reading. About 18\% of the current enters there, close to the geometric share $\delta/W\simeq17\%$. The front gap contributes $2.78\ \Omega$. The remaining $1.70\ \Omega$ lies along the window edge and in the far gap. Potentials are measured from the metal, so these last two parts both include voltage across the contact and are not purely sheet terms. The sideways part is a pure sheet voltage. Of the front-gap part, somewhat more than half is the voltage across the contact at the window's near corner, which the tap averages over the width of the gap; the rest is the drop in the bare sheet.

\subsection{Why subtracting the floor is not enough}

The middle term in (\ref{estimate}) is proportional to $\delta\sqrt{\rho R_s}$. It mixes gap and contact, and it is absent from the perfect-contact floor. Subtracting the computed floor from the reading leaves $6.084-3.127=2.957\ \Omega$, or $3.0\times10^{-8}\ \Omega\,$cm$^2$, still three times too high.

Solving (\ref{estimate}) for the transfer length does better:
\begin{equation}
L_T\approx W\sqrt{\frac{R_k}{cR_s}}-\delta
=1500\sqrt{\frac{6.084}{109.4}}-250\simeq104\ {\rm nm}.
\end{equation}
Then $\rho=R_sL_T^2\simeq1.1\times10^{-8}\ \Omega\,$cm$^2$. The inversion is sensitive, however. From (\ref{estimate}), $dR_k/R_k=2\,dL_T/(\delta+L_T)$, while $d\rho/\rho=2\,dL_T/L_T$, all at fixed $\delta$, $W$ and $R_s$. Hence
\begin{equation}
\frac{d\rho}{\rho}=\left(1+\frac{\delta}{L_T}\right)\frac{dR_k}{R_k}.
\end{equation}
Here the factor is 3.5, and it grows as the contact improves. A better contact is harder to measure in this structure, because less of the reading depends on it.

\section{From low to high resistivity}

With the geometry and $R_s$ fixed, the full solution gives:
\begin{center}
\begin{tabular}{cccc}
$\rho$ ($\Omega\,$cm$^2$) & $\rho/A$ ($\Omega$) & $R_k$ ($\Omega$) & ratio\\
$10^{-9}$ & 0.10 & 3.96 & 40\\
$10^{-8}$ & 1.00 & 6.08 & 6.1\\
$10^{-7}$ & 10.0 & 16.8 & 1.7\\
$10^{-6}$ & 100 & 107.5 & 1.08
\end{tabular}
\end{center}
Reducing $\rho$ tenfold from $10^{-8}$ lowers the reading by only about a third.

For small $L_T/L$ and a centred window, dividing (\ref{estimate}) by $\rho/A=R_sL_T^2/L^2$ gives
\begin{equation}
\frac{R_kA}{\rho}\approx c\left(\frac LW\right)^2\left(1+\frac{\delta}{L_T}\right)^2 .
\end{equation}
The comparison that matters is between the gap and the transfer length. Within the regime $L_T\ll L$, a gap is harmless only if $\delta\ll L_T$; making it merely small compared with the window is not enough.

The opposite limit explains the last row. Write $V=I\rho/A+R_sI\,w$. Inserted in (\ref{sheet}), this gives under the window
\begin{equation}
\nabla^2w=\frac{1}{R_sI}\,\frac{R_s}{\rho}\left(\frac{I\rho}{A}+R_sIw\right)=\frac1A+\frac{w}{L_T^2}.
\end{equation}
By (\ref{mean}), $w$ has zero mean over the window. As $L_T\to\infty$ the last term disappears and $w$ depends on geometry alone: the current leaves uniformly through the window. The excess $R_k-\rho/A$ then tends to a fixed number times $R_s$, while the ideal reading keeps growing. In the table the excess is $6.8\ \Omega$ at $10^{-7}$ and $7.5\ \Omega$ at $10^{-6}\ \Omega\,$cm$^2$. The sheet voltage has not gone away; it has become a small part of a large reading.

\section{No gap at all}

Let the window fill the whole square, $L=W=1000$ nm, with $\rho$ and $R_s$ as before. Every row of the square now lies under the contact, so
\begin{equation}
P''-\frac{P}{L_T^2}=-R_sj(y),\qquad P'(0)=P'(W)=0 .
\end{equation}
Multiply by $\cosh(y/L_T)$ and integrate by parts twice. The slopes vanish at both ends, and what remains is
\begin{equation}
V_{\rm tap}=\frac{P(W)}W=\frac{R_sL_T}{W\sinh(W/L_T)}\int_0^W\cosh\!\left(\frac{y}{L_T}\right)j(y)\,dy .
\end{equation}
If $j=I/W$, the integral is $(I/W)L_T\sinh(W/L_T)$, and $V_{\rm tap}=R_sL_T^2I/W^2=\rho I/A$, the ideal result. Crowding of the current at the front of the contact does not by itself falsify the reading.

The solution gives $1.06\ \Omega$ instead of $1.00\ \Omega$. Since the weight $\cosh(y/L_T)$ is largest at the tap, the current must enter with some preference for that end. The open tap arm makes this possible: it offers a path in which current can leave the square near $x=0$ and return further along the mouth, with no net flow. The resulting 6\% is small beside the sixfold error of the structure with a gap.

\section{The model beside a real test structure}

The numbers are rough typical values for a source/drain diffusion on a CMOS test chip, without a low-resistance silicide layer over the gap. Such a layer would change both the sheet and the interface being measured. The largest uncertainty considered here is alignment. With $L$ and $W$ fixed, a shift of the window by 50 nm away from both arms changes $\delta+L_T$ from 350 to 400 nm, and (\ref{estimate}) raises the reading by about 31\%; the opposite shift lowers it by about 27\%. A real diffusion also has depth. For a depth $t=50$ nm, let the vertical current density grow linearly from zero at the bottom to $J$ at the contact. The depth-averaged potential then exceeds that at the top by $R_st^2J/3$, which adds $8\times10^{-10}\ \Omega\,$cm$^2$ to $\rho$ and about 2\% to $R_k$ at $\rho=10^{-8}\ \Omega\,$cm$^2$. At $\rho=10^{-9}\ \Omega\,$cm$^2$ this term is nearly as large as $\rho$ itself and $L_T\simeq32$ nm is shorter than the depth, so for this diffusion the first row of the table and the limit $\rho\to0$ describe the thin-sheet model rather than the real structure. A depletion layer of about 2 nm thins the conducting sheet under the contact by 4.5\%, and one square of metal at $0.1\ \Omega$ is 1.6\% of the reading.

The ohmic assumption is consistent with these parameters. At a current of 0.1 mA the largest voltage across the contact is 1.0 mV, against a thermal voltage of 26 mV at 300 K. The characteristic tunnelling energy of the barrier is $(e\hbar/2)\sqrt{n/(m\varepsilon)}$, with $n$ the carrier density, $m$ the tunnelling mass and $\varepsilon$ the permittivity. With $n=1.6\times10^{20}$ cm$^{-3}$ (from $R_s$, $t$ and a mobility of 80 cm$^2$/Vs), $m=0.3$ electron masses and a relative permittivity of 12, it is 0.12 eV, well above the thermal energy, as expected for a contact that conducts by tunnelling through a thin barrier. The value of $\rho$ is nevertheless an assumption: with a barrier of 0.6 eV simple tunnelling estimates give roughly $5\times10^{-8}$ to $1.5\times10^{-7}\ \Omega\,$cm$^2$, for WKB transmission through a parabolic barrier and an effective mass for the supply of electrons between 1 and 0.3 electron masses. A supply mass near 2, as commonly used for n-type silicon, gives about $2\times10^{-8}\ \Omega\,$cm$^2$. A value of $10^{-8}\ \Omega\,$cm$^2$ requires a lower barrier, about 0.4 eV for a supply mass of 1 and about 0.5 eV for a supply mass near 2. The electrons are degenerate, with a Fermi energy near 0.11 eV in a one-band estimate, but this enters only through the given $R_s$ and $\rho$. The field in the arm, $7\times10^{-5}$ MV/cm, and a temperature rise of a few millikelvin leave the linear sheet equation intact.

For a structure of this kind with $L_T\ll L$, the mechanism shows how to remove the large excess: bring the window edges close to both arms, to within much less than a transfer length. The demand is strict: for a centred window in the present example, a gap of $0.1L_T=10$ nm still gives $R_kA/\rho\approx1.23$, against $1.06$ with no gap. The gaps on the far sides must also be small, compared with the window. With $\delta=0$ but $W$ still larger than $L$, the reading can be too low: for $L=1000$ nm, $W=1500$ nm and $\rho=10^{-8}\ \Omega\,$cm$^2$ the sheet solution gives $R_kA/\rho\approx0.6$. The estimate (\ref{estimate}) gives 0.49, since it leaves out the far gaps. Where alignment forbids small gaps, $R_k$ has to be interpreted with the full sheet solution and a measured gap. Even then a 10 nm error in $\delta$ shifts the inferred $L_T$ by about 10 nm, and $\rho$ by about 20\% in the present example.

\section*{Computed results}
\begin{verbatim}
corner constant c = 1.09422 (dimensionless)
c from sheet solution, delta/W = 1/4: 1.0959
c from sheet solution, delta/W = 1/8: 1.0944
sheet resistance Rs = 100 ohm/square
true contact resistivity = 1.0e-08 ohm cm2
window side L = 1000 nm, gap delta = 250 nm
arm width W = 1500 nm, transfer length LT = 100.0 nm
ideal reading rho/A = 1.000 ohm
floor from sheet solution = 3.127 ohm
floor from corner formula = 3.039 ohm
apparent resistivity at floor = 3.127e-08 ohm cm2
floor, extra width on far sides only = 0.00312 ohm
rho (ohm cm2) | ideal (ohm) | Rk (ohm) | Rk/ideal | estimate (ohm)
1e-09 | 0.100 | 3.961 | 39.607 | 3.857
1e-08 | 1.000 | 6.084 | 6.084 | 5.957
1e-07 | 10.000 | 16.800 | 1.680 | not used
1e-06 | 100.000 | 107.527 | 1.075 | not used
apparent resistivity Rk*A = 6.084e-08 ohm cm2
resistivity after subtracting floor = 2.957e-08 ohm cm2
mesh shift of Rk, 120 to 180 cells = 0.019 %
shift of Rk for arms 1.5 times longer = 0.0152 %
sideways-current part of Rk = 1.608 ohm
front-gap part of Rk = 2.775 ohm
window-edge and far-gap part = 1.701 ohm
share of current entering beside window = 17.75 %
reading without any gap = 1.059 ohm, ratio 1.059
rough inputs: depth 50 nm, mobility 80 cm2/Vs
rough inputs: barrier 0.6 eV, permittivity 12 (relative)
rough inputs: tunnel mass 0.3, DOS mass 1.0 m_e
rough input: heat conductivity 100 W/(m K)
current = 0.1 mA, temperature = 300 K
vertical spreading adds to rho = 8.33e-10 ohm cm2
vertical spreading changes Rk by 2.35 %
one square of metal = 0.1 ohm, 1.64 % of Rk
carrier density = 1.56e+20 cm^-3
depletion width = 2.26 nm, 4.5 % of depth
tunnelling energy E00 = 0.122 eV, thermal energy = 0.0259 eV
Fermi energy above band edge = 0.106 eV (one isotropic band)
largest contact voltage = 1.005 mV
field in current arm = 6.67e-05 MV/cm
temperature rise, order of magnitude = 3.3e-03 K
\end{verbatim}
